# Reduced energy of 50 keV arsenic in silicon and its nuclear stopping: test program

```python
"""
Result under test: 50 keV As in Si has ZBL reduced energy eps = a/d near 0.24,
and its nuclear stopping is within 5 percent of the maximum.
  a    universal screening length
  d    unscreened head-on distance, K*Z1*Z2/d = centre-of-mass energy
  K    e^2/(4 pi eps0) in eV angstrom
  s_n  reduced nuclear stopping, 2*eps*integral sin^2(theta/2) beta dbeta
  beta impact parameter divided by a; theta centre-of-mass deflection
Lengths are in angstrom, energies in eV, masses in u unless labelled otherwise.
Electronic stopping is not included.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.optimize import brentq, minimize_scalar

Z1, Z2 = 33, 14
M1, M2 = 74.9216, 28.0855
E_LAB = 50.0e3

K = const.e / (4 * np.pi * const.epsilon_0) * 1e10
BOHR = const.physical_constants["Bohr radius"][0] * 1e10
SI_CELL = const.physical_constants["lattice parameter of silicon"][0] * 1e10

AMPLITUDES = np.array([0.1818, 0.5099, 0.2802, 0.02817])
DECAYS = np.array([3.2, 0.9423, 0.4029, 0.2016])


def universal_screening(x):
    return sum(c * np.exp(-k * x) for c, k in zip(AMPLITUDES, DECAYS))


def deflection(eps, beta, screening=universal_screening, nodes=120):
    """Centre-of-mass deflection angles from the scattering integral."""
    beta = np.asarray(beta, dtype=float)
    low, high = beta.copy(), beta + 1 / eps
    for _ in range(100):
        mid = (low + high) / 2
        outside = mid**2 - mid * screening(mid) / eps - beta**2 > 0
        high = np.where(outside, mid, high)
        low = np.where(outside, low, mid)
    closest = high[:, None]
    # With x = closest/sin(t) the turning-point singularity disappears.
    g, w = np.polynomial.legendre.leggauss(nodes)
    t, weight = np.pi / 4 * (g + 1), np.pi / 4 * w
    u = np.sin(t)[None, :]
    radial = (1 - screening(closest / u) * u / (eps * closest)
              - (beta[:, None] * u / closest)**2)
    integral = np.sum(weight * np.cos(t) / np.sqrt(radial), axis=1)
    return np.pi - 2 * beta / high * integral


def impact_grid(nodes, beta_max):
    """Gauss nodes and weights in beta, crowded towards small beta."""
    g, w = np.polynomial.legendre.leggauss(nodes)
    s = (g + 1) / 2
    return beta_max * s**2, beta_max * s * w


def reduced_stopping(eps, nodes=200, angle_nodes=120):
    beta, weight = impact_grid(nodes, 40.0)
    theta = deflection(eps, beta, nodes=angle_nodes)
    return 2 * eps * np.sum(weight * beta * np.sin(theta / 2)**2)


def fitted_stopping(eps):
    bottom = eps + 0.01321 * eps**0.21226 + 0.19593 * np.sqrt(eps)
    return np.log(1 + 1.1383 * eps) / (2 * bottom)


# Reduced energy from its two lengths
prefactor = (9 * np.pi**2 / 128)**(1 / 3)
charge_sum = Z1**0.23 + Z2**0.23
a = prefactor * BOHR / charge_sum
mass_fraction = M2 / (M1 + M2)
E_cm = E_LAB * mass_fraction
d = K * Z1 * Z2 / E_cm
eps_as = a / d
coefficient = 1e3 * prefactor * BOHR / K
assert abs(eps_as - 0.24) < 0.005

# Scattering integral against the exact Coulomb deflection
beta_test = np.array([0.1, 0.5, 1.0, 3.0, 10.0])
coulomb = deflection(eps_as, beta_test, lambda x: np.ones_like(x))
rutherford = 2 * np.arctan(1 / (2 * eps_as * beta_test))
assert np.max(np.abs(coulomb - rutherford)) < 1e-6

# Quadrature convergence
for eps in (0.01, eps_as, 10.0):
    coarse, fine = reduced_stopping(eps), reduced_stopping(eps, 400, 240)
    assert abs(coarse / fine - 1) < 1e-4

# Stopping cross-section by the reduced route
gamma = 4 * M1 * M2 / (M1 + M2)**2
T_max = gamma * E_LAB
sn_as = reduced_stopping(eps_as)
S_n = np.pi * a**2 * T_max * sn_as / eps_as


def recoil_energy(b):
    """Energy given to Si, from Newton's equations in the laboratory frame."""
    start = 60 * a
    speed = np.sqrt(2 * E_LAB / M1)

    def motion(_, y):
        separation = y[0:2] - y[2:4]
        r = np.hypot(separation[0], separation[1])
        terms = AMPLITUDES * np.exp(-DECAYS * r / a)
        push = K * Z1 * Z2 * (terms.sum() / r**2
                              + (DECAYS * terms).sum() / (a * r))
        force = push * separation / r
        return np.concatenate((y[4:8], force / M1, -force / M2))

    initial = [-start, b, 0, 0, speed, 0, 0, 0]
    path = solve_ivp(motion, (0, 2.5 * start / speed), initial,
                     method="DOP853", rtol=1e-9, atol=1e-10)
    assert path.success
    vx, vy = path.y[6:8, -1]
    return M2 * (vx**2 + vy**2) / 2


beta_lab, weight_lab = impact_grid(32, 30.0)
T_lab = np.array([recoil_energy(a * beta) for beta in beta_lab])
T_formula = T_max * np.sin(deflection(eps_as, beta_lab) / 2)**2
recoil_error = np.max(np.abs(T_lab - T_formula)) / T_max
assert recoil_error < 1e-4
S_n_lab = 2 * np.pi * a**2 * np.sum(weight_lab * beta_lab * T_lab)
# The laboratory sum has only 32 impact parameters.
assert abs(S_n_lab / S_n - 1) < 2e-3

# Position, height and breadth of the maximum
peak = minimize_scalar(lambda q: -reduced_stopping(np.exp(q)),
                       bounds=(np.log(0.03), np.log(3.0)), method="bounded",
                       options={"xatol": 1e-5})
eps_peak, sn_peak = np.exp(peak.x), -peak.fun
scan = np.geomspace(0.01, 10.0, 61)
sn_scan = np.array([reduced_stopping(e) for e in scan])
assert sn_scan.max() <= sn_peak * (1 + 1e-6)
slopes = np.sign(np.diff(sn_scan))
assert slopes[0] > 0 and slopes[-1] < 0
assert np.count_nonzero(np.diff(slopes)) == 1
assert sn_as > 0.95 * sn_peak


def above_95(eps):
    return reduced_stopping(eps) - 0.95 * sn_peak


eps_low = brentq(above_95, 0.03, eps_peak)
eps_high = brentq(above_95, eps_peak, 3.0)
assert eps_low < eps_as < eps_high

# Closed-form fit against the direct integrals near the maximum
near = (scan >= 0.1) & (scan <= 1.0)
fit_error = np.max(np.abs(fitted_stopping(scan[near]) / sn_scan[near] - 1))
assert fit_error < 0.05  # the closed form is an empirical fit
fit_peak = minimize_scalar(lambda e: -fitted_stopping(e),
                           bounds=(0.03, 3.0), method="bounded")

density = 8 / SI_CELL**3
loss_per_nm = density * S_n * 10
keV_per_eps = E_LAB / 1e3 / eps_as

print(f"Z1, Z2: {Z1}, {Z2}")
print(f"M1, M2: {M1:.4f}, {M2:.4f} u")
print(f"Laboratory energy: {E_LAB/1e3:.1f} keV")
print(f"K = e^2/(4 pi eps0): {K:.4f} eV angstrom")
print(f"Bohr radius: {BOHR:.5f} angstrom")
print(f"Screening prefactor: {prefactor:.4f}")
print(f"Z1^0.23, Z2^0.23: {Z1**0.23:.4f}, {Z2**0.23:.4f}")
print(f"Sum of these powers: {charge_sum:.4f}")
print(f"Screening length a: {a:.4f} angstrom")
print(f"M2/(M1+M2): {mass_fraction:.4f}")
print(f"Centre-of-mass energy: {E_cm/1e3:.3f} keV")
print(f"Unscreened head-on distance d: {d:.4f} angstrom")
print(f"Practical coefficient: {coefficient:.2f} per keV")
print(f"Reduced energy eps: {eps_as:.4f}")
print(f"Wrong eps if lab energy is used: {a*E_LAB/(K*Z1*Z2):.3f}")
print(f"gamma: {gamma:.4f}")
print(f"Largest recoil energy: {T_max/1e3:.2f} keV")
print(f"Direct s_n at 50 keV: {sn_as:.4f}")
print(f"Direct peak: eps = {eps_peak:.3f}, s_n = {sn_peak:.4f}")
print(f"s_n at 50 keV / peak s_n: {100*sn_as/sn_peak:.1f} percent")
print(f"As energy at direct peak: {eps_peak*keV_per_eps:.1f} keV")
print(f"95 percent interval in eps: {eps_low:.3f} to {eps_high:.3f}")
print(f"95 percent interval in energy: {eps_low*keV_per_eps:.0f}"
      f" to {eps_high*keV_per_eps:.0f} keV")
for e in (0.01, 0.1, 1.0, 10.0):
    print(f"Direct s_n at eps = {e:g}: {reduced_stopping(e):.4f}")
print(f"Fitted s_n at 50 keV: {fitted_stopping(eps_as):.4f}")
print(f"Fitted peak: eps = {fit_peak.x:.3f}, s_n = {-fit_peak.fun:.4f}")
print(f"As energy at fitted peak: {fit_peak.x*keV_per_eps:.1f} keV")
print(f"Fitted s_n at 50 keV / fitted peak: "
      f"{100*fitted_stopping(eps_as)/(-fit_peak.fun):.1f} percent")
print(f"Largest fit deviation, eps 0.1 to 1: {100*fit_error:.2f} percent")
print(f"S_n, reduced route: {S_n:.1f} eV angstrom^2")
print(f"S_n, laboratory trajectories: {S_n_lab:.1f} eV angstrom^2")
print(f"Largest recoil mismatch / T_max: {recoil_error:.1e}")
print(f"Silicon lattice parameter: {SI_CELL:.4f} angstrom")
print(f"Silicon atomic density: {density:.5f} per angstrom^3")
print(f"Nuclear energy loss: {loss_per_nm/1e3:.3f} keV/nm")
print("ALL CHECKS PASSED")
```

Printed output:

```
Z1, Z2: 33, 14
M1, M2: 74.9216, 28.0855 u
Laboratory energy: 50.0 keV
K = e^2/(4 pi eps0): 14.3996 eV angstrom
Bohr radius: 0.52918 angstrom
Screening prefactor: 0.8853
Z1^0.23, Z2^0.23: 2.2349, 1.8349
Sum of these powers: 4.0698
Screening length a: 0.1151 angstrom
M2/(M1+M2): 0.2727
Centre-of-mass energy: 13.633 keV
Unscreened head-on distance d: 0.4880 angstrom
Practical coefficient: 32.54 per keV
Reduced energy eps: 0.2359
Wrong eps if lab energy is used: 0.865
gamma: 0.7933
Largest recoil energy: 39.66 keV
Direct s_n at 50 keV: 0.3484
Direct peak: eps = 0.312, s_n = 0.3506
s_n at 50 keV / peak s_n: 99.4 percent
As energy at direct peak: 66.2 keV
95 percent interval in eps: 0.139 to 0.677
95 percent interval in energy: 30 to 144 keV
Direct s_n at eps = 0.01: 0.1639
Direct s_n at eps = 0.1: 0.3173
Direct s_n at eps = 1: 0.3118
Direct s_n at eps = 10: 0.1226
Fitted s_n at 50 keV: 0.3490
Fitted peak: eps = 0.327, s_n = 0.3520
As energy at fitted peak: 69.4 keV
Fitted s_n at 50 keV / fitted peak: 99.1 percent
Largest fit deviation, eps 0.1 to 1: 0.86 percent
S_n, reduced route: 2438.6 eV angstrom^2
S_n, laboratory trajectories: 2438.6 eV angstrom^2
Largest recoil mismatch / T_max: 5.6e-09
Silicon lattice parameter: 5.4310 angstrom
Silicon atomic density: 0.04994 per angstrom^3
Nuclear energy loss: 1.218 keV/nm
ALL CHECKS PASSED
```
